\section*{Quantum-Size Oscillations of In-Plane Stress in a Free-Electron Film, part 1}

(Sections cited here and not found follow in the second part.)

\section{The stress as a sum over subbands}

\subsection{What the bulk pressure misses}

Suppose that the electronic contribution to the stress of a thin metal film is taken from the bulk electron gas. The gas has a pressure that depends on its density and on nothing else, so two films of equal density but different thickness are assigned the same stress. If their stresses are then found to differ, the difference has to be blamed on something else: misfit, defects, or a change of the surfaces. For the model film treated below, about 2~nm thick, an increase of the thickness from 1.91 to 2.02~nm changes the electronic stress by about 0.5~GPa with no change of density and no defect at all. A further increase to 2.13~nm undoes about half of this change.

A second error is possible even when confinement is included. The electrons of films of different thickness may be compared at equal density or at equal chemical potential. In bulk the two comparisons agree. In the same 2~nm film they give oscillations that differ in size by a factor of about 25. Both the period and the constraint therefore have to be derived with care.

\subsection{Model and conventions}

Non-interacting electrons of mass $m$ move freely between two impenetrable walls at $z=0$ and $z=L$. In the plane the film is a rectangle with sides $\ell_x,\ell_y$ and area $A=\ell_x\ell_y$, with periodic boundary conditions; $A$ is taken so large that sums over in-plane wave vectors become integrals. The temperature is zero and both spin directions are counted. The wave functions are proportional to $\sin(j\pi z/L)\,e^{i(k_xx+k_yy)}$ with $j=1,2,\dots$, and their energies are
\begin{equation}
E_j+\frac{\hbar^2(k_x^2+k_y^2)}{2m},\qquad
E_j=\varepsilon_L\,j^2,\qquad
\varepsilon_L=\frac{\hbar^2\pi^2}{2mL^2}.
\label{eq:levels}
\end{equation}
All states with the same $j$ form a subband. The number of its states with in-plane wave number between $k$ and $k+dk$ is $2\,A\,2\pi k\,dk/(2\pi)^2=A\,k\,dk/\pi$. Since the in-plane energy changes by $\hbar^2k\,dk/m$, each subband has the constant density of states per area
\begin{equation}
D=\frac{m}{\pi\hbar^2}.
\label{eq:dos}
\end{equation}

Let $\mu$ be the chemical potential, measured from the bottom of the well, and let $p$ be the number of occupied subbands, those with $E_j<\mu$. Filling each from $E_j$ to $\mu$ gives the number of electrons per area and the energy per area,
\begin{align}
n_s&=D\sum_{j=1}^{p}(\mu-E_j),
\label{eq:ns}\\
e&=\sum_{j=1}^{p}\int_{E_j}^{\mu}D\,\epsilon\,d\epsilon
=\frac D2\sum_{j=1}^{p}(\mu^2-E_j^2).
\label{eq:e}
\end{align}

Stress is counted positive in tension. For a strain $\eta$ along $x$, which changes $\ell_x$ to $\ell_x(1+\eta)$, the electronic stress is
\begin{equation}
\sigma=\frac{1}{AL}\left(\frac{\partial E}{\partial\eta}\right)_{N,L},
\label{eq:def}
\end{equation}
where $E$ is the total electron energy and $N$ the electron number. The thickness is clamped during the strain. A free film would also change its thickness, and that response needs elastic constants which this model doesn't contain.

\subsection{The strain derivative}

In the limit of large area the ground-state energy depends on $\ell_x$ and $\ell_y$ through $A$ alone, because $D$ doesn't depend on the shape of the rectangle. Thus $E=A\,e(N/A,L)$. The strain changes the area by $dA=A\,d\eta$, so (\ref{eq:def}) becomes $\sigma L=dE/dA$, and the product rule gives
\begin{equation}
\sigma L=e+A\,\frac{\partial e}{\partial n_s}\left(-\frac{N}{A^2}\right)
=e-n_s\frac{\partial e}{\partial n_s}.
\label{eq:dEdA}
\end{equation}
The remaining derivative follows from (\ref{eq:ns}) and (\ref{eq:e}). At fixed $L$ and fixed $p$ one has $\partial e/\partial\mu=Dp\mu$ and $\partial n_s/\partial\mu=Dp$; their ratio is $\partial e/\partial n_s=\mu$. When $\mu$ reaches the bottom of a new subband, the new terms in both sums start from zero, so the relation holds through the opening as well. Hence
\begin{align}
\sigma L&=e-\mu n_s
=\frac D2\sum_{j=1}^{p}\left(\mu^2-E_j^2-2\mu^2+2\mu E_j\right)\nonumber\\
&=-\frac D2\sum_{j=1}^{p}(\mu-E_j)^2 .
\label{eq:stress}
\end{align}
The stress is negative: the confined gas pushes outward in the plane and would expand the film.

The same result can be read from the motion of the electrons, without assuming that only the area matters. Under the strain each allowed $k_x$ becomes $k_x/(1+\eta)$, and the kinetic energy $\hbar^2k_x^2/2m$ changes at first order by $-2\eta\,\hbar^2k_x^2/2m$. Electrons may also be redistributed among states near the Fermi level. The number moved is of order $\eta$ and the energy gained by each is of order $\eta$, so this contributes at second order only. In a circular Fermi disc the average of $k_x^2$ is half that of $k^2=k_x^2+k_y^2$. With $t=\hbar^2k^2/2m$, the first-order change per area is therefore
\begin{equation}
\sigma L=-\sum_{j=1}^{p}D\int_0^{\mu-E_j}t\,dt
=-\frac D2\sum_{j=1}^{p}(\mu-E_j)^2,
\label{eq:virial}
\end{equation}
in agreement with (\ref{eq:stress}). Strain along $y$ gives the same value, so the in-plane stress is isotropic.

\subsection{Dimensionless form at fixed density}

The strain derivative is taken at fixed $N$, so the density changes during it. The comparison between films is a separate operation. Here films of different $L$ are compared at the same mean density $n=N/(AL)$, as is appropriate for neutral films whose ions have the same density throughout. The bulk gas of this density has
\begin{equation}
n=\frac{k_F^3}{3\pi^2},\qquad
E_F=\frac{\hbar^2k_F^2}{2m},\qquad
P_0=\frac25\,nE_F,\qquad
\lambda_F=\frac{2\pi}{k_F},
\label{eq:bulk}
\end{equation}
where $P_0$ is its pressure. Two dimensionless lengths are useful. One contains the bulk Fermi wave number, the other the actual chemical potential:
\begin{equation}
q=\frac{k_FL}{\pi}=\frac{L}{\lambda_F/2},\qquad
x=\frac{L\sqrt{2m\mu}}{\pi\hbar},\qquad
\mu=\varepsilon_Lx^2 .
\label{eq:qx}
\end{equation}
Then $\mu-E_j=\varepsilon_L(x^2-j^2)$, and $p$ is the integer part of $x$. At integer $x$ the last term vanishes, so it makes no difference whether it is counted. Define
\begin{equation}
\Sigma_1(x)=\sum_{j=1}^{p}(x^2-j^2),\qquad
\Sigma_2(x)=\sum_{j=1}^{p}(x^2-j^2)^2 .
\label{eq:sums}
\end{equation}

From (\ref{eq:levels}) and (\ref{eq:dos}), $D\varepsilon_L=\pi/(2L^2)$. Equation (\ref{eq:ns}) with $n_s=nL$ becomes $nL^3=(\pi/2)\Sigma_1$. On the other side, $k_F=\pi q/L$ gives $nL^3=\pi^3q^3/(3\pi^2)=\pi q^3/3$. Equating the two,
\begin{equation}
q^3=\frac32\,\Sigma_1(x).
\label{eq:density}
\end{equation}
For the stress, (\ref{eq:stress}) gives
\begin{equation}
\sigma=-\frac{D\varepsilon_L^2}{2L}\Sigma_2
=-\frac{\pi}{4L^3}\,\frac{\hbar^2\pi^2}{2mL^2}\,\Sigma_2
=-\frac{\pi^3\hbar^2}{8mL^5}\,\Sigma_2 ,
\end{equation}
while the bulk pressure is
\begin{equation}
P_0=\frac25\,\frac{k_F^3}{3\pi^2}\,\frac{\hbar^2k_F^2}{2m}
=\frac{\hbar^2k_F^5}{15\pi^2m}
=\frac{\pi^3\hbar^2q^5}{15mL^5}.
\end{equation}
The ratio, called $r$, is
\begin{equation}
r(q)\equiv\frac{\sigma}{P_0}=-\frac{15}{8q^5}\,\Sigma_2(x).
\label{eq:r}
\end{equation}
Equations (\ref{eq:density}) and (\ref{eq:r}) determine the stress at any thickness. With $p$ subbands occupied, (\ref{eq:density}) is linear in $x^2$ and can be solved at once.

The thinnest films have a single occupied subband. Then $\Sigma_1=x^2-1=2q^3/3$ and $\Sigma_2=\Sigma_1^2=4q^6/9$, so that $r=-5q/6$. The stress vanishes with $L$ because the areal density $nL$ does. In this regime there is no oscillation yet.

\subsection{Where the subbands open}

Subband $M$ begins to fill when $x=M$. The sum of squares $M(M+1)(2M+1)/6=M^3/3+M^2/2+M/6$ gives
\begin{equation}
\Sigma_1(M)=M^3-\frac{M^3}{3}-\frac{M^2}{2}-\frac M6
=\frac{2M^3}{3}-\frac{M^2}{2}-\frac M6 .
\end{equation}
By (\ref{eq:density}) the opening lies at
\begin{equation}
q_M^3=M^3-\frac{3M^2}{4}-\frac M4
=M(M-1)\left(M+\tfrac14\right).
\label{eq:qM}
\end{equation}
For $M=1$ this is zero, since the first subband is occupied at any density. The openings that matter have $M\ge2$.

To find their spacing, write $q_M=M(1+u)^{1/3}$ with $u=-3/(4M)-1/(4M^2)$ and use $(1+u)^{1/3}=1+u/3-u^2/9+O(u^3)$. The term $u/3$ contributes $-1/(4M)-1/(12M^2)$, and $-u^2/9$ contributes $-1/(16M^2)$ at this order. Since $1/12+1/16=7/48$,
\begin{equation}
q_M=M-\frac14-\frac{7}{48M}+O(M^{-2}).
\label{eq:qMexp}
\end{equation}
The remainder is a series in inverse powers of $M$ that starts with $M^{-2}$, so its difference between $M+1$ and $M$ is $O(M^{-3})$. With $1/M-1/(M+1)=1/[M(M+1)]$ and $L=\pi q/k_F$, the spacing in thickness is
\begin{equation}
L_{M+1}-L_M=\frac{\lambda_F}{2}
\left[1+\frac{7}{48M(M+1)}+O(M^{-3})\right].
\label{eq:spacing}
\end{equation}
It approaches half the Fermi wavelength from above. The approach is quick because the constant shift $-1/4$ in (\ref{eq:qMexp}) drops out of the difference.

\subsection{Each opening is a minimum of the stress}

It remains to show that these openings mark the oscillation of the stress itself. Between openings $p$ is fixed. Differentiating (\ref{eq:density}) gives $3q^2dq=\frac32p\,d(x^2)$, or $d(x^2)/dq=2q^2/p$. Also $d\Sigma_2/d(x^2)=2\Sigma_1=4q^3/3$. Equation (\ref{eq:r}) then yields
\begin{equation}
\frac{dr}{dq}=-\frac{5r}{q}-\frac{15}{8q^5}\,\frac{4q^3}{3}\,\frac{2q^2}{p}
=-\frac{5r}{q}-\frac5p .
\label{eq:slope}
\end{equation}
The stress is continuous at $q_M$, but $p$ changes there from $M-1$ to $M$. The slope therefore jumps upward by
\begin{equation}
\frac{5}{M-1}-\frac5M=\frac{5}{M(M-1)} .
\label{eq:jump}
\end{equation}

An upward jump is a minimum if the slope is negative before it and positive after it. By (\ref{eq:slope}) this requires $1/M<-r/q<1/(M-1)$ at $q_M$. The sum of fourth powers, $M^5/5+M^4/2+M^3/3-M/30$, gives
\begin{align}
\Sigma_2(M)&=M^5-2M^2\left(\frac{M^3}{3}+\frac{M^2}{2}+\frac M6\right)
+\frac{M^5}{5}+\frac{M^4}{2}+\frac{M^3}{3}-\frac{M}{30}\nonumber\\
&=\frac{8M^5}{15}-\frac{M^4}{2}-\frac{M}{30}.
\end{align}
Multiplication by $15/8$ turns this into
\begin{equation}
M\left(M^4-\tfrac{15}{16}M^3-\tfrac1{16}\right)
=M(M-1)\left(M^3+\tfrac{M^2+M+1}{16}\right),
\end{equation}
and division by the square of (\ref{eq:qM}) gives
\begin{equation}
-\frac{r}{q}\bigg|_{q_M}
=\frac{M^3+(M^2+M+1)/16}{M(M-1)(M+1/4)^2}.
\end{equation}
The lower bound requires the numerator to exceed $(M-1)(M+\frac14)^2=M^3-\frac12M^2-\frac7{16}M-\frac1{16}$, which it does. The upper bound requires it to be smaller than $M(M+\frac14)^2=M^3+\frac12M^2+\frac1{16}M$, that is, $1<7M^2$, which also holds. Every opening with $M\ge2$ is thus a local minimum of $\sigma$, a point of greatest compression.

There are no other minima. Differentiating (\ref{eq:slope}) at fixed $p$ gives $r''=-5r'/q+5r/q^2$. Where $r'=0$ this equals $5r/q^2$, which is negative, so a smooth stationary point can only be a maximum. Between successive openings the stress has one rounded maximum, and (\ref{eq:spacing}) is the distance between neighbouring minima.

\section{The oscillation law and its size}

\subsection{Quantities carried over}

The film has thickness $L$ and mean electron density $n$, with bulk Fermi wave number $k_F$, Fermi energy $E_F$ and bulk pressure $P_0=\frac25nE_F$. The variable $q=k_FL/\pi$ measures thickness in units of $\lambda_F/2$, and $x$ is defined by $\mu=\varepsilon_Lx^2$ with $\varepsilon_L=\hbar^2\pi^2/(2mL^2)$. The subbands $j\le p$ are occupied, where $p$ is the integer part of $x$. The sums $\Sigma_1=\sum(x^2-j^2)$ and $\Sigma_2=\sum(x^2-j^2)^2$ fix the density and the stress through (\ref{eq:density}) and (\ref{eq:r}):
\begin{equation}
q^3=\tfrac32\Sigma_1(x),\qquad
\frac{\sigma}{P_0}=-\frac{15}{8q^5}\,\Sigma_2(x).
\label{eq:recall}
\end{equation}
The stress has a minimum whenever $x$ passes an integer $M\ge2$. What is still missing is the shape and size of the oscillation.

At fixed density, the stress has a minimum at each subband opening with $M\ge2$, and the spacing of these minima approaches $\lambda_F/2$ from above. It remains to derive the shape and size of the oscillation, and to compare them with the case of fixed chemical potential.
